# Diffusivity and Solubility from a Noisy Cumulative Permeation Curve

## Problem

A cobalt liner of thickness $L=10$ nm separates copper from a collecting layer. Separate pieces are annealed at 673 K for different times $t$, and the copper that has crossed is counted as atoms per area, $Q$. The data are synthetic. Their errors are independent and Gaussian, with standard deviation $\sigma=0.05\ \mathrm{nm^{-2}}$. Unannealed pieces fix the zero of $Q$, and $t$ starts when the piece reaches temperature.

The readings, at intervals of 500 s, are (in $\mathrm{nm^{-2}}$):

- 500 to 3000 s: 0.001, 0.054, 0.133, 0.263, 0.480, 0.670
- 3500 to 6000 s: 0.952, 1.253, 1.404, 1.643, 1.946, 2.187
- 6500 to 9000 s: 2.424, 2.621, 2.916, 3.202, 3.350, 3.644
- 9500 to 12000 s: 3.822, 4.102, 4.325, 4.655, 4.853, 5.180

The liner is initially free of copper. Its source face $x=0$ is held at concentration $C$, the source-side solubility. Its exit face $x=L$ is a perfect sink, and the diffusivity $D$ is constant. Find $D$ and $C$ with their errors, and state what the steady slope determines by itself.

## A tempting solution

In the steady state the concentration falls linearly from $C$ to zero, so the flux is $DC/L$. The early readings are not steady and are dropped. The thirteen readings from 6000 s onward lie on a line that misses the origin, so an adjustable zero level $q_0$ is added:

$$Q=\frac{DC}{L}\,t+q_0 .$$

Thirteen readings seem ample for three unknowns. A least-squares search can stop, for example, at $D=0.0202\ \mathrm{nm^2/s}$ and $C=0.243\ \mathrm{nm^{-3}}$. The sum of squared residuals divided by $\sigma^2$, called $\chi^2$ below, is 8.0 for these readings. The fit is good, and the two values are reported.

## Where it fails

The model contains $D$ and $C$ only through their product. Replacing $(D,C)$ by $(\lambda D,C/\lambda)$ leaves the line unchanged for every $\lambda>0$. The search stopped where it did because of its starting point. Halving $D$ and doubling $C$ would give the same line, and more late readings would sharpen the product without separating its factors.

Physically, a dilute, fast-moving population and a dense, slow-moving one can carry the same steady flux. They differ in how much copper the liner must take up before that flux is established. This information sits in the early readings and in the intercept, which are what the tempting solution discarded or made adjustable.

## The intercept

The concentration obeys

$$\frac{\partial c}{\partial t}=D\frac{\partial^2 c}{\partial x^2},\qquad c(0,t)=C,\quad c(L,t)=0,\quad c(x,0)=0 .$$

The exit flux is $J=-D\,\partial_xc(L,t)$, and $Q$ is its time integral. Multiply the equation by $x/L$ and integrate over the liner, by parts on the right:

$$\frac{d}{dt}\int_0^L\frac{x}{L}c\,dx
=D\left[\frac{x}{L}\frac{\partial c}{\partial x}\right]_0^L-\frac{D}{L}\big[c(L)-c(0)\big]
=-J+\frac{DC}{L}.$$

The lower limit of the first bracket vanishes because $x=0$ there. Since the liner starts empty, integration over time gives

$$\int_0^L\frac{x}{L}c\,dx=\frac{DC}{L}t-Q(t). \tag{1}$$

At late times $c=C(1-x/L)$, and the left side is $CL(\tfrac12-\tfrac13)=CL/6$. Hence

$$Q\to St+I,\qquad S=\frac{DC}{L},\qquad I=-\frac{CL}{6}. \tag{2}$$

The line cuts the time axis at the lag $t_L=-I/S=L^2/(6D)$. The negative intercept is a property of the liner, not an instrument offset. Solving (2) for the two unknowns gives

$$C=-\frac{6I}{L},\qquad D=\frac{SL}{C}=-\frac{SL^2}{6I}. \tag{3}$$

So slope and intercept together fix both quantities, provided that $L$, the time origin and the zero of $Q$ are known.

A straight line through the thirteen late readings has $S=(4.92\pm0.07)\times10^{-4}\ \mathrm{nm^{-2}s^{-1}}$ and $I=-0.788\pm0.068\ \mathrm{nm^{-2}}$. Then

$$C=\frac{6(0.788)}{10}=0.473\ \mathrm{nm^{-3}},\qquad
D=\frac{4.92\times10^{-4}\times10}{0.473}=0.0104\ \mathrm{nm^2/s}.$$

The relative error of $C$ is that of the intercept, $0.068/0.788\approx9\,\%$, while the slope is known to 1.5 %. The intercept is poor because it is extrapolated from 6000 s back to zero. Starting the line earlier helps at the price of a bias from the transient: from 4000 s the error of $C$ is 5 % with a bias of $-2$ %, and from 3000 s the bias, $-4$ %, is as large as the error. Using the early readings without this bias requires a model of the transient, which the whole curve supplies.

## The whole curve

Write $c=C(1-x/L)+v$. The remainder $v$ vanishes at both faces and starts as $-C(1-x/L)$, so it is a sum of decaying sines:

$$v=\sum_{n\ge1}b_n\sin\frac{n\pi x}{L}\,e^{-n^2\pi^2\tau},\qquad \tau=\frac{Dt}{L^2}.$$

The coefficients follow by projection on each sine. Integration by parts gives

$$\int_0^L\Big(1-\frac xL\Big)\sin\frac{n\pi x}{L}dx=\frac{L}{n\pi},$$

because the boundary term contributes $L/(n\pi)$ at $x=0$ and the remaining integral of the cosine is zero. Thus $b_n=-(2/L)\,C\,L/(n\pi)=-2C/(n\pi)$. With $\cos n\pi=(-1)^n$, differentiation at $x=L$ gives

$$J=\frac{DC}{L}\Big[1+2\sum_{n\ge1}(-1)^ne^{-n^2\pi^2\tau}\Big].$$

Integrate over time using $dt=(L^2/D)\,d\tau$. Each exponential gives $-e^{-n^2\pi^2\tau}/(n^2\pi^2)$ plus a constant, and (2) fixes the sum of the constants:

$$Q=CL\,F(\tau),\qquad
F=\tau-\frac16-\frac{2}{\pi^2}\sum_{n\ge1}\frac{(-1)^n}{n^2}e^{-n^2\pi^2\tau}. \tag{4}$$

A direct finite-difference solution of the diffusion equation, with 100 cells, agrees with (4) at the 24 reading times to within $1.7\times10^{-5}\,CL$.

Equation (4) also shows when a reading counts as late. The leading transient is $(2/\pi^2)CL\,e^{-\pi^2\tau}$. For $\tau=0.6$ and $CL=5\ \mathrm{nm^{-2}}$, close to the present values at 6000 s, it is $0.003\ \mathrm{nm^{-2}}$, far below $\sigma$.

## Fitting both quantities

For a trial $D$, define $g_i=L\,F(Dt_i/L^2)$, so that the model is $Q_i=Cg_i$. Setting the derivative of $\sum_i(q_i-Cg_i)^2$ with respect to $C$ to zero gives $\sum_ig_i(q_i-Cg_i)=0$, or

$$C=\frac{\sum_i g_iq_i}{\sum_i g_i^2}.$$

Only a search over $D$ remains. A scan of 400 values from 0.001 to 0.1 $\mathrm{nm^2/s}$ shows a single minimum. It lies at

$$D=0.0101\ \mathrm{nm^2/s}\ (\pm3.5\,\%),\qquad C=0.490\ \mathrm{nm^{-3}}\ (\pm4.4\,\%),$$

or $1.01\times10^{-16}\ \mathrm{cm^2/s}$ and $4.9\times10^{20}\ \mathrm{cm^{-3}}$. Here $\chi^2=13.1$ for 22 degrees of freedom. The data were generated with 0.0100 and 0.500, so both estimates lie within one standard error. These errors treat the zero of $Q$ as exact. If it is fitted from the curve together with four unannealed pieces of the same $\sigma$, they grow to 4.8 % and 5.5 %, and with ten pieces to 4.2 % and 5 %.

One reading shows how a known zero rejects the tempting answer. At 2000 s the fitted pair has $\tau=0.202$ and $F=0.0628$, so $Q=4.90\times0.0628=0.31\ \mathrm{nm^{-2}}$. The measured value is 0.263, about one $\sigma$ away. The pair $(2D,C/2)$, within 1 % of the tempting one, has $\tau=0.404$ and $F=0.241$, so $Q=2.45\times0.241=0.59\ \mathrm{nm^{-2}}$, more than six $\sigma$ too high. Over all readings, with the zero held at its known value, this pair gives $\chi^2=1345$, and $(D/2,2C)$ gives 4109. Of the 1345, 873 comes from the thirteen late readings, because the pair has the wrong intercept. If the pair keeps an adjustable zero, $-0.41\ \mathrm{nm^{-2}}$ from the late readings, it misses the 2000 s reading by only $1.6\,\sigma$. The rejection then comes from the first three readings, missed by 7.8, 6.2 and $3.6\,\sigma$; with the zero refitted on all 24 readings, $\chi^2$ is still 106.

## Errors and the remaining degeneracy

For small relative changes in the parameters, (4) gives the sensitivities

$$\frac{\partial Q}{\partial\ln C}=Q,\qquad
\frac{\partial Q}{\partial\ln D}=CL\,\tau F'(\tau).$$

Let these be the columns of a matrix $A$, with one row per reading. To first order, reading errors $\varepsilon$ shift the fitted logarithms by $(A^TA)^{-1}A^T\varepsilon$. For independent errors of equal variance the covariance is therefore $\sigma^2(A^TA)^{-1}$. Evaluated at the generating parameters, it predicts standard deviations of 0.035 in $\ln D$ and 0.043 in $\ln C$, and 300 repeated synthetic experiments agree with these values within their sampling error of about 4 %. If $Q$ were obtained by integrating a noisy flux on one piece, the errors would be correlated and this formula would not apply.

The correlation of $\ln D$ and $\ln C$ in the fit is $-0.997$. An error that raises $\ln D$ lowers $\ln C$ by about 1.2 times as much, so the two largely cancel and the product, $4.95\times10^{-3}\ \mathrm{nm^{-1}s^{-1}}$, is known to 0.9 %, much better than either factor.

Now suppose that the zero level really is unknown. In the steady regime $F'=1$, and the sensitivities to $\ln D$, $\ln C$ and $q_0$ are $St$, $St-CL/6$ and 1. They satisfy

$$St-\Big(St-\frac{CL}{6}\Big)-\frac{CL}{6}\cdot1=0 .$$

A rise in $D$, an equal relative fall in $C$ and a shift of the zero therefore cancel at every late time. This is why the tempting fit looked good: on the late readings with a free zero, $\chi^2$ is 8.1 for the correct fit and 8.2 for $(2D,C/2)$. The predicted error of $\ln D$ from those readings is 4.6. So large a value lies outside the linear theory. With $C$ and the zero refitted, $\chi^2$ on these readings stays between 6.6 and 9.1 for $D$ from 0.003 to 0.05 $\mathrm{nm^2/s}$ and reaches 25 at 0.002, so they set only a lower bound on $D$. With all 24 readings and the zero still free, the error falls to 0.064, for two reasons: the earliest readings, where $Q$ is still almost zero, fix the zero level, and the curvature of the transient sets the time scale $L^2/D$. Adding only the 500 s reading to the late ones already gives 0.093, and all readings from 1500 s onward give 0.106 in the linear theory, or about 0.12 in repeated synthetic experiments.

Thickness has a similar role. Equation (4) contains only $CL$ and $D/L^2$, so the curve cannot supply $L$. If $L$ is taken 5 % too high, the fit is equally good, but $D$ comes out 10.3 % high and $C$ 4.8 % low.

## When the sink or the diffusivity is not ideal

Let copper leave the exit face at a finite rate, $J=k\,c(L)$, and define $B=kL/D$ and $b=B/(1+B)$. In the derivation of (1), $c(L)=J/k$ adds $-DJ/(kL)=-J/B$ to the right side. Since $1+1/B=1/b$,

$$\int_0^L\frac xL c\,dx=\frac{DC}{L}t-\frac{Q}{b}.$$

The steady flux is thus $bDC/L$, the profile is $C(1-bx/L)$, and the left side tends to $CL(\tfrac12-\tfrac b3)$. The lag becomes

$$t_L=\frac{L^2}{D}\Big(\frac12-\frac b3\Big).$$

Applying (3) regardless returns $D/(3-2b)$ and $Cb(3-2b)$. For $B=100$ these are 1.9 % low and 1.0 % high. For a very slow exit, $b\to0$, the apparent diffusivity tends to $D/3$ and the apparent solubility to zero, so a good straight line does not prove that the sink is ideal. Neither does a good fit of the whole curve: for $B=2$, noise-free readings are fitted by (4) with $\chi^2=0.4$, with $D$ 37 % low and $C$ 5 % high.

Next let the diffusivity be $D(1+au)$ with $u=c/C$, and restore the perfect sink. The flux is the negative gradient of $DC(u+au^2/2)$, so the steady flux is $pDC/L$ with $p=1+a/2$. Repeating the derivation of (1) with this flux replaces $DC$ by $pDC$ on its right side, so the lag is again the late value of the left side divided by the steady flux. The steady profile obeys $x/L=1-(u+au^2/2)/p$. Changing the integration variable from $x$ to $u$,

$$\int_0^L\frac xLc\,dx=\frac{CL}{p^2}\int_0^1u(1+au)\Big(p-u-\frac{au^2}{2}\Big)du
=\frac{CL}{p^2}\Big(\frac16+\frac{5a}{24}+\frac{a^2}{15}\Big).$$

Dividing by the steady flux gives

$$t_L=\frac{L^2}{D}\,\frac{1/6+5a/24+a^2/15}{p^3}.$$

For $a=0.114$, (3) returns values of $D$ and $C$ that are 2.9 % and 2.7 % above the dilute-limit diffusivity and the true solubility. A fit of the whole curve gives 2.6 % and 3.1 %.

## Beside a real liner

The parameters are rough choices for copper moving along cobalt grain boundaries, not measurements. Copper dissolves very little in cobalt grains at this temperature, so $C$ must be read as boundary content averaged over the film. With boundaries 0.5 nm wide and filling a tenth of the volume, and $91\ \mathrm{nm^{-3}}$ sites, their occupancy is $0.5/(0.10\times91)=0.055$. A mean-field repulsion of 0.02 eV from each of six neighbours then gives $a\approx6(0.02)(0.055)/(k_BT)=0.114$, with $k_BT=0.058$ eV; this is the value used above. It is an illustration only. It counts the thermodynamic factor alone, and a jump rate that also rises with the site energy would roughly double it. Its sign is an assumption: the low solubility of copper in cobalt points to an effective attraction between copper atoms, which makes $a$ negative and reverses the bias. In the same mean-field model an occupancy of 0.055 lies within the solubility limit of the boundary only for $a$ above about $-0.35$. For $a=-0.33$ the whole-curve fit returns $D$ 7 % low and $C$ 11 % low.

Real films break the assumption of a single uniform path. Boundaries differ in diffusivity, and a good fit does not exclude this. Take two families with equal copper content, a mean $D$ of $0.01\ \mathrm{nm^2/s}$ and activation energies 0.1 eV apart, a ratio of 5.6 in $D$. Noise-free readings are then fitted by (4) with $\chi^2=4.6$, with $D$ 34 % above the mean and $C$ 28 % below the total. Copper can also leak from boundaries into grains. For a rough lattice diffusivity of $1.9\times10^{-8}\ \mathrm{nm^2/s}$, the diffusion length over 12000 s is 0.015 nm. This is less than an atomic spacing, so the continuum estimate gives only a scale: leakage below 7 % of the boundary content, even if the grains dissolved copper as readily as the boundaries. This figure rests on an assumed prefactor of $1\ \mathrm{cm^2/s}$ and an energy of 2.9 eV; an energy lower by 0.1 eV raises it to 16 %. Errors in the annealing time and temperature matter too. An unnoticed heating delay of 60 s lowers the fitted $D$ by 4.1 % and raises $C$ by 4.4 %. With a rough activation energy of 1.5 eV, a sample 3 K hotter than recorded has a $D$ 12 % larger. Since the readings come from separate pieces, a scatter of 1 K between them raises the errors of $D$ and $C$ to about 9 % and 12 %, and shows up as a $\chi^2$ near 180. Diffusion during heating and cooling acts against the delay: each ramp at 1 K/s counts as about 26 s at temperature, and 60 s of uncounted time raises $D$ by 4.4 % and lowers $C$ by 4.3 %.

The same energy extrapolates the lag from 1667 s at 673 K to about $3\times10^4$ years at 378 K. A change of 0.1 eV alters the extrapolation factor 3.8 times, and the estimate assumes an unchanged mechanism. The pair $D=10^{-16}\ \mathrm{cm^2/s}$ and 1.5 eV also implies a prefactor of only $2\times10^{-5}\ \mathrm{cm^2/s}$, small for a metal grain boundary; with $0.01\ \mathrm{cm^2/s}$ and the same energy the lag would be 3 s at 673 K and about 50 years at 378 K, so the figure says nothing about a real cobalt liner. It is not a device lifetime: some copper arrives before the lag, and the amount a device tolerates is a separate question.

## Calculated quantities

```
Inputs: L = 10.0 nm, T = 673 K, noise = 0.050 nm^-2
True D = 0.0100 nm^2/s, true C = 0.500 nm^-3
True slope = 5.000e-04 nm^-2 s^-1, lag = 1666.7 s
True intercept = -0.8333 nm^-2
Reduced time of first, last reading = 0.05, 1.20
Series minus simulation, max |dQ|/(CL) = 1.7e-05
Simulated slope, lag (reduced) = 1.00000, 0.16665
Readings, t in s : Q in nm^-2
  500:0.001  1000:0.054  1500:0.133  2000:0.263
  2500:0.480  3000:0.670  3500:0.952  4000:1.253
  4500:1.404  5000:1.643  5500:1.946  6000:2.187
  6500:2.424  7000:2.621  7500:2.916  8000:3.202
  8500:3.350  9000:3.644  9500:3.822  10000:4.102
  10500:4.325  11000:4.655  11500:4.853  12000:5.180
Fit D = 0.01009 nm^2/s, sd 3.53 %
Fit D converted = 1.009e-16 cm^2/s
Fit C = 0.4903 nm^-3, sd 4.35 %
Fit C converted = 4.903e+20 cm^-3
Fit DC = 4.94810e-03 nm^-1 s^-1, sd 0.89 %
Correlation of ln D and ln C = -0.997
Chi2 of fit = 13.1 for 22 degrees of freedom
Chi2 of (2D, C/2) = 1345; of (D/2, 2C) = 4109
300 repeats: sd ln D, ln C = 0.0346, 0.0428
Predicted sd ln D, ln C = 0.0347, 0.0429
Late line: 13 readings from 6000 s
Late slope = 4.9163e-04, sd 7.4e-06 nm^-2 s^-1
Late intercept = -0.7876, sd 0.0681 nm^-2
Late line: DC = 4.9163e-03 nm^-1 s^-1
Late line: C = 0.4726 nm^-3, D = 0.01040 nm^2/s
Free zero level, all readings: sd ln D = 0.064
Free zero level, late readings: sd ln D = 4.65
  same late readings: sd ln(DC) = 0.0274
  late chi2: fit 8.11, (2D, C/2) 8.20
L taken 5 % high: D +10.25 %, C -4.76 %
Exit number kL/D = 100; heating delay = 60 s
Boundary volume fraction = 0.10, occupancy = 0.0549
Repulsion = 0.02 eV, 6 neighbours: a = 0.1137
Bias in percent: D, C by lag formula | D, C by full fit
  heating delay: -3.47, +3.60 | -4.08, +4.40
  finite exit rate: -1.94, +0.97 | -1.92, +0.95
  D varies with c: +2.89, +2.72 | +2.56, +3.11
T +3 K at 1.5 eV: D +12.2 %
Lattice: D0 = 1 cm^2/s, E = 2.9 eV, D = 1.9e-08 nm^2/s
Lattice reach = 0.0152 nm; grain leakage < 6.9 %
Used from 50 nm Cu source = 0.18 %
Lag extrapolated to 378 K = 3.1e+04 years
  factor for 0.1 eV change of energy = 3.84
```
